# Determinant Monte Carlo for the attractive Hubbard model, balanced and imbalanced: a numerical check

```python
"""Determinant Monte Carlo for the attractive Hubbard model (units t = k_B = 1).

H = sum K_ij c+_i c_j - U sum (n_up-1/2)(n_dn-1/2) - mu_up N_up - mu_dn N_dn,
mu_up = mu + h, mu_dn = mu - h.  Result under test: with Ising fields s coupled
to the density, the discretized partition function is the sum of
  C^(N L) exp(-lam sum s) det(1 + z_up B) det(1 + z_dn B),
cosh(lam) = exp(dt U/2), C = exp(-dt U/4)/2, z = exp(beta mu_sigma),
B = ordered product of exp(-dt K) exp(lam s).  At h = 0 this is a square times
a positive factor; at h != 0 it can be negative.  Reference values come from
traces in the full Fock space, from enumeration, and from mpmath.
"""
import numpy as np
import mpmath as mp
from scipy.linalg import expm


def coupling(U, dt):
    return np.arccosh(np.exp(dt * U / 2))


def fock_hops(N):
    """Matrices of c+_i c_j for one spin species (Jordan-Wigner)."""
    lower = np.array([[0., 1.], [0., 0.]])
    parity = np.diag([1., -1.])
    c = []
    for i in range(N):
        m = np.eye(1)
        for j in range(N):
            m = np.kron(m, parity if j < i else lower if j == i else np.eye(2))
        c.append(m)
    return np.array([[a.T @ b for b in c] for a in c])


def fock_trace(K, U, beta, L, mu_up, mu_dn):
    """Z, density, double occupancy, pair structure factor, magnetization.
    L = None gives continuous imaginary time."""
    N = len(K)
    hops = fock_hops(N)
    one_body = np.einsum('ij,ijab->ab', K, hops)
    occ = np.array([np.diag(hops[i, i]) for i in range(N)])
    number = np.rint(occ.sum(0)).astype(int)
    total = np.zeros(5)
    for na in range(N + 1):
        a = np.where(number == na)[0]
        Ka = one_body[np.ix_(a, a)]
        hop_a = hops[:, :, a][:, :, :, a].reshape(N * N, len(a), len(a))
        for nb in range(N + 1):
            b = np.where(number == nb)[0]
            Kb = one_body[np.ix_(b, b)]
            hop_b = hops[:, :, b][:, :, :, b].reshape(N * N, len(b), len(b))
            dim = len(a) * len(b)
            V = -U * ((occ[:, a] - .5).T @ (occ[:, b] - .5)).ravel()
            if L is None:
                H = np.kron(Ka, np.eye(len(b))) + np.kron(np.eye(len(a)), Kb)
                e, v = np.linalg.eigh(H + np.diag(V))
                rho = (v * np.exp(-beta * e)) @ v.T
            else:
                dt = beta / L
                step = np.kron(expm(-dt * Ka), expm(-dt * Kb))
                rho = np.linalg.matrix_power(step * np.exp(-dt * V), L)
            rho = rho * np.exp(beta * (mu_up * na + mu_dn * nb))
            z = np.trace(rho)
            double = (occ[:, a].T @ occ[:, b]).ravel() / N
            pair = np.tensordot(hop_a, hop_b, axes=(0, 0))
            pair = pair.transpose(0, 2, 1, 3).reshape(dim, dim) / N
            total += [z, z * (na + nb) / N, np.diag(rho) @ double,
                      np.sum(rho * pair.T), z * (na - nb) / N]
    return np.concatenate([total[:1], total[1:] / total[0]])


def stable_green(factors, z):
    """(1 + z F_n...F_1)^-1, sign and log of the determinant, for a batch."""
    W, N = factors[0].shape[:2]
    Q = np.broadcast_to(np.eye(N), (W, N, N))
    T = Q.copy()
    D = np.ones((W, N))
    for F in factors:
        A = (F @ Q) * D[:, None, :]
        order = np.argsort(-np.linalg.norm(A, axis=1), axis=1)
        Q, R = np.linalg.qr(np.take_along_axis(A, order[:, None, :], 2))
        D = np.abs(np.diagonal(R, axis1=1, axis2=2))
        T = (R / D[:, :, None]) @ np.take_along_axis(T, order[:, :, None], 1)
    D = D * z
    big, small = np.maximum(D, 1), np.minimum(D, 1)
    right = Q.transpose(0, 2, 1) / big[:, :, None]
    inner = right + small[:, :, None] * T
    sign, logdet = np.linalg.slogdet(inner)
    sign = sign * np.sign(np.linalg.det(Q))
    return np.linalg.solve(inner, right), sign, logdet + np.log(big).sum(1)


def observables(G, sign):
    """Sign and sign*observable for each walker from the Green functions."""
    N = G.shape[-1]
    rho = np.eye(N) - G.transpose(0, 1, 3, 2)
    up, dn = rho[0], rho[-1]
    nu = np.diagonal(up, axis1=1, axis2=2)
    nd = np.diagonal(dn, axis1=1, axis2=2)
    return sign * np.array([
        np.ones(len(sign)), (nu + nd).sum(1) / N, (nu * nd).sum(1) / N,
        (up * dn).sum((1, 2)) / N, (nu - nd).sum(1) / N])


def monte_carlo(K, U, beta, L, mus, walkers, warm, sweeps, block, seed):
    """Independent walkers.  One entry in mus: balanced; two: imbalanced.
    Measures at every time slice.  Returns walker means and the G drift."""
    rng = np.random.default_rng(seed)
    N, dt = len(K), beta / L
    lam = coupling(U, dt)
    E, Einv = expm(-dt * K), expm(dt * K)
    s = rng.choice([-1., 1.], size=(L, walkers, N))

    def slice_matrix(l):
        return E * np.exp(lam * s[l])[:, None, :]

    def block_product(b):
        P = slice_matrix(b * block)
        for l in range(b * block + 1, (b + 1) * block):
            P = slice_matrix(l) @ P
        return P

    nblocks = L // block
    products = [block_product(b) for b in range(nblocks)]
    data, G, sign, drift = np.zeros((5, walkers)), None, None, 0.
    for sweep in range(warm + sweeps):
        for b in range(nblocks):
            fresh = [stable_green(products[b:] + products[:b],
                                  np.exp(beta * m)) for m in mus]
            new = np.array([f[0] for f in fresh])
            new_sign = fresh[0][1] * fresh[-1][1]
            if G is not None:
                drift = max(drift, np.abs(G - new).max())
                assert np.array_equal(sign, new_sign)
            G, sign = new, new_sign
            for l in range(b * block, (b + 1) * block):
                for i in range(N):
                    old = s[l, :, i].copy()
                    delta = np.exp(-2 * lam * old) - 1
                    R = 1 + (1 - G[:, :, i, i]) * delta
                    both = R[0] * R[-1]
                    ratio = np.abs(both) * np.exp(2 * lam * old)
                    accept = rng.random(walkers) < ratio
                    sign = np.where(accept, sign * np.sign(both), sign)
                    factor = np.where(accept, delta / R, 0.)
                    column = -G[:, :, :, i]
                    column[:, :, i] += 1
                    column *= factor[:, :, None]
                    G = G - column[..., None] * G[:, :, i, None, :]
                    s[l, :, i] = np.where(accept, -old, old)
                inverse = np.exp(-lam * s[l])[:, :, None] * Einv
                G = slice_matrix(l) @ G @ inverse
                if sweep >= warm:
                    data += observables(G, sign)
            products[b] = block_product(b)
    return data / (sweeps * L), drift


def signed_mean(data, k):
    s, x = data[0], data[k]
    mean = x.mean() / s.mean()
    spread = np.std(x - mean * s, ddof=1) / np.sqrt(len(s))
    return mean, spread / abs(s.mean())


class AllFields:
    """Every field configuration of a three-site cluster."""
    def __init__(self, K, U, dt, L):
        lam = coupling(U, dt)
        s = np.array([[i, j, k] for i in (-1, 1) for j in (-1, 1)
                      for k in (-1, 1)], float)
        step = expm(-dt * K) * np.exp(lam * s)[:, None, :]
        back = np.exp(-lam * s)[:, :, None] * expm(dt * K)
        B, Binv, total = step, back, s.sum(1)
        for _ in range(L - 1):
            B = (step[:, None] @ B[None]).reshape(-1, 3, 3)
            Binv = (Binv[None] @ back[:, None]).reshape(-1, 3, 3)
            total = (s.sum(1)[:, None] + total[None]).ravel()
        self.B, self.Binv, self.beta = B, Binv, dt * L
        self.e1 = np.trace(B, axis1=1, axis2=2)
        self.e3 = np.exp(lam * total - self.beta * np.trace(K))
        self.e2 = self.e3 * np.trace(Binv, axis1=1, axis2=2)
        self.bare = (np.exp(-dt * U / 4) / 2) ** (3 * L) * np.exp(-lam * total)

    def det(self, mu):
        z = np.exp(self.beta * mu)
        return 1 + z * self.e1 + z**2 * self.e2 + z**3 * self.e3

    def weight(self, mu, h):
        return self.bare * self.det(mu + h) * self.det(mu - h)


def average_sign(w):
    return w.sum() / np.abs(w).sum()


# ---- decoupling identity on the four occupations of one site
U, beta, L, mu = 4.0, 3.0, 24, -0.5
dt = beta / L
lam = coupling(U, dt)
for nu in (0, 1):
    for nd in (0, 1):
        left = np.exp(dt * U * (nu - .5) * (nd - .5))
        right = np.exp(-dt * U / 4) / 2 * sum(
            np.exp(lam * s * (nu + nd - 1)) for s in (-1, 1))
        assert abs(left - right) < 1e-13

# ---- balanced ladder: Monte Carlo against Fock-space traces
ladder = np.zeros((6, 6))
for i, j in [(0, 1), (1, 2), (3, 4), (4, 5), (0, 3), (1, 4), (2, 5)]:
    ladder[i, j] = ladder[j, i] = -1.
names = ["", "density per site", "double occupancy", "pair structure factor",
         "magnetization per site"]
coarse = fock_trace(ladder, U, beta, L, mu, mu)
fine = fock_trace(ladder, U, beta, 2 * L, mu, mu)
limit = fock_trace(ladder, U, beta, None, mu, mu)
data, drift = monte_carlo(ladder, U, beta, L, (mu,), 128, 50, 200, 12, 11)
print(f"Ladder 2x3: U={U} t, mu={mu} t, beta={beta} /t, dt={dt} /t, L={L}")
print(f"field coupling lambda = {lam:.6f}")
for k in (1, 2, 3):
    m, err = signed_mean(data, k)
    print(f"{names[k]}: MC {m:.5f} +- {err:.5f}, same dt {coarse[k]:.5f}, "
          f"dt->0 {limit[k]:.5f}")
    assert abs(m - coarse[k]) < 5 * err and err < 0.03
assert np.allclose(data[0], 1, atol=1e-12)
order_ratio = (coarse[3] - limit[3]) / (fine[3] - limit[3])
print(f"pair factor time-step error: dt {coarse[3]-limit[3]:.3e}, "
      f"dt/2 {fine[3]-limit[3]:.3e}, ratio {order_ratio:.3f}")
assert 3.5 < order_ratio < 4.5
print(f"largest drift of updated G before recomputation = {drift:.1e}")
assert drift < 1e-5

# ---- stabilized and naive products against high precision
long_beta, long_L = 20.0, 160
rng = np.random.default_rng(5)
fields = rng.choice([-1., 1.], size=(long_L, 6))
step = expm(-long_beta / long_L * ladder)
lam_long = coupling(U, long_beta / long_L)
slices = [step * np.exp(lam_long * f)[None, :] for f in fields]
mp.mp.dps = 250
exact_B, naive_B, groups = mp.eye(6), np.eye(6), []
for l, S in enumerate(slices):
    exact_B = mp.matrix(S.tolist()) * exact_B
    naive_B = S @ naive_B
    if l % 8 == 0:
        groups.append(np.eye(6)[None])
    groups[-1] = S @ groups[-1]
exact_M = mp.eye(6) + exact_B
exact_inv = exact_M ** -1
exact_G = np.array([[float(exact_inv[i, j]) for j in range(6)]
                    for i in range(6)])
exact_det = mp.det(exact_M)
G, sign, logdet = stable_green(groups, 1.0)
stable_error = np.abs(G[0] - exact_G).max()
naive_error = np.abs(np.linalg.pinv(np.eye(6) + naive_B, rcond=0)
                     - exact_G).max()
log_error = abs(logdet[0] - float(mp.log(abs(exact_det))))
print(f"beta={long_beta} /t, L={long_L}: G error stabilized "
      f"{stable_error:.1e}, naive {naive_error:.1e}")
print(f"log|det| = {logdet[0]:.6f}, error {log_error:.1e}")
assert stable_error < 1e-7 and log_error < 1e-7 and naive_error > 1e-2
assert sign[0] == (1 if exact_det > 0 else -1)

# ---- triangle: all fields, balanced and imbalanced
U3, mu3, dt3, L3, h3 = 6.0, 0.5, 0.5, 6, 3.0
beta3 = dt3 * L3
triangle = np.eye(3) - np.ones((3, 3))
fields3 = AllFields(triangle, U3, dt3, L3)
print(f"Triangle: U={U3} t, mu={mu3} t, dt={dt3} /t, L={L3}, "
      f"beta={beta3} /t, fields={len(fields3.bare)}")
single = fields3.det(mu3)
print(f"balanced: fraction of fields with negative one-spin determinant = "
      f"{np.mean(single < 0):.5f}")
assert np.any(single < 0)
signs = []
for h in (0., 1., 2., 3., 4., 5.):
    w = fields3.weight(mu3, h)
    reference = fock_trace(triangle, U3, beta3, L3, mu3 + h, mu3 - h)
    assert abs(w.sum() / reference[0] - 1) < 1e-8
    signs.append(average_sign(w))
    print(f"h={h:.1f} t: average sign {signs[-1]:.5f}, negative fields "
          f"{np.mean(w < 0):.5f}, magnetization {reference[4]:.5f}")
assert abs(signs[0] - 1) < 1e-12 and min(signs) < 0.999

for slices_now in range(1, L3 + 1):
    now = AllFields(triangle, U3, dt3, slices_now)
    value = average_sign(now.weight(mu3, h3))
    print(f"h={h3} t, beta={now.beta:.1f} /t: average sign {value:.5f}, "
          f"-ln(sign)/beta {abs(np.log(value)) / now.beta:.5f} t")

# Sign rule: parity of the negative real eigenvalues b of exp(beta mu) B with
# exp(-beta h) < |b| < exp(beta h).  det B > 0 makes their total number even,
# so the parity outside the window is the same.  Those outside are large
# eigenvalues of B or of its inverse, which rounding does not spoil.
short = AllFields(triangle, U3, dt3, 5)
shift = np.exp(short.beta * mu3)
direct = np.linalg.eigvals(short.B) * shift
inverse = np.linalg.eigvals(short.Binv) / shift
size = np.concatenate([
    np.where((np.imag(e) == 0) & (np.real(e) < 0), np.abs(e), 0.)
    for e in (direct, inverse)], axis=1)
for h in (1.0, h3):
    w = short.weight(mu3, h)
    outside = (size >= np.exp(short.beta * h)).sum(1)
    assert np.array_equal(np.sign(w), (-1.) ** outside)
    print(f"eigenvalue sign rule, beta={short.beta} /t, h={h} t: holds for "
          f"{len(w)} fields, {np.sum(w < 0)} negative")
assert np.any(w < 0)
h_clear = np.log(size.max()) / short.beta
assert h_clear > h3
for scale in (1.01, 1.2):
    assert short.weight(mu3, scale * h_clear).min() > 0
print(f"beta={short.beta} /t: all weights positive above h = {h_clear:.5f} t")

# open chain: no negative weight even with imbalance
chain = triangle.copy()
chain[0, 2] = chain[2, 0] = 0
chain_fields = AllFields(chain, U3, dt3, L3)
for h in (1.0, h3):
    w = chain_fields.weight(mu3, h)
    assert w.min() > 0
    print(f"open chain, h={h} t: negative fields = {np.sum(w < 0)}")

# ---- signed Monte Carlo on the imbalanced triangle
reference = fock_trace(triangle, U3, beta3, L3, mu3 + h3, mu3 - h3)
exact_sign = average_sign(fields3.weight(mu3, h3))
data, _ = monte_carlo(triangle, U3, beta3, L3, (mu3 + h3, mu3 - h3),
                      200, 120, 180, 3, 23)
mc_sign = data[0].mean()
sign_err = np.std(data[0], ddof=1) / np.sqrt(data.shape[1])
print(f"signed MC, h={h3} t: sign {mc_sign:.5f} +- {sign_err:.5f}, "
      f"exact {exact_sign:.5f}")
assert abs(mc_sign - exact_sign) < 5 * sign_err
for k in (1, 2, 3, 4):
    m, err = signed_mean(data, k)
    print(f"{names[k]}: MC {m:.5f} +- {err:.5f}, exact {reference[k]:.5f}")
    assert abs(m - reference[k]) < 5 * err
needed = (1 - exact_sign**2) / (exact_sign**2 * 0.01**2)
print(f"independent samples for 1 percent error of the sign = {needed:.0f}")
print("all good")
```

It prints:

```
Ladder 2x3: U=4.0 t, mu=-0.5 t, beta=3.0 /t, dt=0.125 /t, L=24
field coupling lambda = 0.736905
density per site: MC 0.54962 +- 0.00344, same dt 0.55311, dt->0 0.54775
double occupancy: MC 0.19533 +- 0.00160, same dt 0.19673, dt->0 0.19170
pair structure factor: MC 0.61028 +- 0.00377, same dt 0.62093, dt->0 0.60145
pair factor time-step error: dt 1.948e-02, dt/2 4.930e-03, ratio 3.951
largest drift of updated G before recomputation = 2.0e-07
beta=20.0 /t, L=160: G error stabilized 2.0e-15, naive 7.7e-01
log|det| = 110.986632, error 2.8e-14
Triangle: U=6.0 t, mu=0.5 t, dt=0.5 /t, L=6, beta=3.0 /t, fields=262144
balanced: fraction of fields with negative one-spin determinant = 0.07036
h=0.0 t: average sign 1.00000, negative fields 0.00000, magnetization 0.00000
h=1.0 t: average sign 0.99908, negative fields 0.07040, magnetization 0.00536
h=2.0 t: average sign 0.97588, negative fields 0.07315, magnetization 0.08633
h=3.0 t: average sign 0.96875, negative fields 0.04536, magnetization 0.41316
h=4.0 t: average sign 1.00000, negative fields 0.00000, magnetization 0.64275
h=5.0 t: average sign 1.00000, negative fields 0.00000, magnetization 0.72580
h=3.0 t, beta=0.5 /t: average sign 1.00000, -ln(sign)/beta 0.00000 t
h=3.0 t, beta=1.0 /t: average sign 1.00000, -ln(sign)/beta 0.00000 t
h=3.0 t, beta=1.5 /t: average sign 1.00000, -ln(sign)/beta 0.00000 t
h=3.0 t, beta=2.0 /t: average sign 1.00000, -ln(sign)/beta 0.00000 t
h=3.0 t, beta=2.5 /t: average sign 0.99291, -ln(sign)/beta 0.00285 t
h=3.0 t, beta=3.0 /t: average sign 0.96875, -ln(sign)/beta 0.01058 t
eigenvalue sign rule, beta=2.5 /t, h=1.0 t: holds for 32768 fields, 960 negative
eigenvalue sign rule, beta=2.5 /t, h=3.0 t: holds for 32768 fields, 690 negative
beta=2.5 /t: all weights positive above h = 3.51868 t
open chain, h=1.0 t: negative fields = 0
open chain, h=3.0 t: negative fields = 0
signed MC, h=3.0 t: sign 0.96776 +- 0.00087, exact 0.96875
density per site: MC 1.22689 +- 0.00200, exact 1.22650
double occupancy: MC 0.40228 +- 0.00113, exact 0.40344
pair structure factor: MC 0.48947 +- 0.00170, exact 0.49036
magnetization per site: MC 0.41594 +- 0.00149, exact 0.41316
independent samples for 1 percent error of the sign = 656
all good
```
